# Condensation and Evaporation Pressures of an Open Cylindrical Pore: test program

```python
"""
Result under test: in an open cylindrical pore with zero contact angle and a
wetting film of negligible thickness, the relative evaporation pressure x_e is
the square of the relative condensation pressure x_c.

Symbols: r pore radius, gamma surface tension, V molar volume of the liquid,
T temperature, p0 saturation pressure, x = p/p0, g = vapour pressure minus
liquid pressure at equal chemical potential, Omega = gamma*area + g*liquid volume.
Areas and volumes are summed over conical slices of the vapour core.
"""
import numpy as np
from scipy.constants import R, k
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

gamma = 0.030      # N/m
V = 1.0e-4         # m^3/mol
T = 300.0          # K
p0 = 1.0e4         # Pa
r_example = 2.0e-9  # m


def driving_pressure(x):
    """g without the small term p0*(1-x)."""
    return -R * T / V * np.log(x)


def grand_potential(z, rho, g, r, length):
    """Omega of a pore whose vapour core has radius rho at position z."""
    dz = np.diff(z)
    a, b = rho[:-1], rho[1:]
    area = np.sum(np.pi * (a + b) * np.hypot(dz, b - a))
    core = np.sum(np.pi / 3 * dz * (a * a + a * b + b * b))
    return gamma * area + g * (np.pi * r**2 * length - core)


def film_energy(core_radius, g, r):
    """Omega for a uniform film in a pore of length 10 r."""
    length = 10 * r
    z = np.array([0.0, length])
    return grand_potential(z, np.full(2, core_radius), g, r, length)


def condensation_point(r):
    """x at which a very slight thickening of the film costs nothing."""
    def cost(x):
        g = driving_pressure(x)
        return (film_energy(r * (1 - 1e-6), g, r) - film_energy(r, g, r)) / (gamma * r**2)
    return brentq(cost, 1e-4, 0.9999, xtol=1e-14)


def emptied_energy(depth, g, r):
    """Omega with vapour intruding to a depth, ending in a hemisphere."""
    angle = np.linspace(0, np.pi / 2, 400)
    z = np.concatenate(([0.0], depth + r * np.sin(angle)))
    rho = np.concatenate(([r], r * np.cos(angle)))
    return grand_potential(z, rho, g, r, 10 * r)


def evaporation_point(r):
    """x at which displacing the meniscus costs nothing."""
    def cost(x):
        g = driving_pressure(x)
        return (emptied_energy(4 * r, g, r) - emptied_energy(2 * r, g, r)) / (gamma * r**2)
    return brentq(cost, 1e-4, 0.9999, xtol=1e-14)


# Condensation and evaporation found separately for several radii
radii = np.array([1.5, 2.0, 3.0, 5.0, 10.0]) * 1e-9
table = []
for radius in radii:
    xc_r, xe_r = condensation_point(radius), evaporation_point(radius)
    assert abs(xc_r - np.exp(-gamma * V / (radius * R * T))) < 2e-6
    assert abs(xe_r - np.exp(-2 * gamma * V / (radius * R * T))) < 1e-9
    assert abs(xe_r - xc_r**2) < 2e-6   # finite thickening step of 1e-6
    table.append((radius, xc_r, xe_r))
r = r_example
xc, xe = condensation_point(r), evaporation_point(r)
gc, ge = driving_pressure(xc), driving_pressure(xe)


# Meniscus equation integrated along its arc, lengths in units of r
def meniscus_end(G):
    """Radius and depth where the surface becomes parallel to the pore axis."""
    def slope(arc, y):
        s, z, psi = y
        return [np.cos(psi), np.sin(psi), G - np.sin(psi) / s]

    def vertical(arc, y):
        return y[2] - np.pi / 2
    vertical.terminal = True
    s0 = 1e-4
    sol = solve_ivp(slope, (0, 20), [s0, G * s0**2 / 4, G * s0 / 2],
                    events=vertical, rtol=1e-9, atol=1e-11)
    assert len(sol.y_events[0]) == 1
    return sol.y_events[0][0][:2]


G_limit = brentq(lambda G: meniscus_end(G)[0] - 1, 1.2, 3.5, xtol=1e-10)
meniscus_depth = meniscus_end(G_limit)[1]
assert abs(G_limit - ge * r / gamma) < 1e-5
assert abs(meniscus_depth - 1) < 1e-5
assert meniscus_end(1.8)[0] > 1 > meniscus_end(2.2)[0]

# Film stability against non-uniform thickening, just below condensation
rng = np.random.default_rng(4)
z = np.linspace(0, 20 * r, 801)
g_stable = 1.05 * gamma / r
flat = grand_potential(z, np.full(z.size, r), g_stable, r, 20 * r)
for amplitude in (0.001, 0.01, 0.05, 0.09):
    for trial in range(50):
        wave = sum(rng.normal() * np.cos(n * np.pi * z / z[-1] + rng.uniform(0, 6))
                   for n in range(1, 9))**2
        rho = r * (1 - amplitude * wave / wave.max())
        assert grand_potential(z, rho, g_stable, r, 20 * r) > flat
# Just above condensation the energy falls all the way to the full pore
g_unstable = 0.95 * gamma / r
path = [film_energy(u * r, g_unstable, r) for u in np.linspace(1, 0, 200)]
assert np.all(np.diff(path) < 0)

# Energy maximum between thin film and full pore, at the evaporation point
top = minimize_scalar(lambda u: -film_energy(u * r, ge, r) / (gamma * r**2),
                      bounds=(0.05, 0.99), method="bounded", options={"xatol": 1e-9})
barrier = (film_energy(top.x * r, ge, r) - film_energy(r, ge, r)) / (10 * r)
assert abs(top.x * r - gamma / ge) < 1e-5 * r
assert abs(barrier / (np.pi * gamma * r / 2) - 1) < 1e-6
full_minus_empty = (film_energy(0.0, ge, r) - film_energy(r, ge, r)) / (10 * r)
assert abs(full_minus_empty) < 1e-8 * gamma * r


# Full driving pressure from integrated chemical potentials
def full_driving_pressure(x):
    mu_change = quad(lambda u: R * T / u, 1.0, x, epsabs=1e-10, epsrel=1e-13)[0]
    liquid_pressure = p0 + mu_change / V
    return x * p0 - liquid_pressure


xc_full = brentq(lambda x: full_driving_pressure(x) * r / gamma - 1, 0.05, 0.999, xtol=1e-14)
xe_full = brentq(lambda x: full_driving_pressure(x) * r / gamma - 2, 0.05, 0.999, xtol=1e-14)
defect = np.log(xe_full) - 2 * np.log(xc_full)
a = V * p0 / (R * T)
assert abs(defect / (a * (1 - xc_full)**2) - 1) < 2e-3   # next order in a

# Radius inferred when the evaporation pressure is read with the wrong formula
wrong_radius = brentq(lambda q: condensation_point(q) - xe, 0.3e-9, 5e-9, xtol=1e-16)
assert abs(wrong_radius / r - 0.5) < 1e-5

print(f"surface tension: {gamma:.3f} N/m")
print(f"molar volume of liquid: {V * 1e6:.1f} cm^3/mol")
print(f"temperature: {T:.1f} K")
print(f"saturation pressure p0: {p0 / 1e3:.1f} kPa")
print(f"pore radius: {r * 1e9:.2f} nm")
print(f"thermal energy RT: {R * T:.2f} J/mol")
print(f"length gamma V/(RT): {gamma * V / (R * T) * 1e9:.4f} nm")
print(f"driving pressure at condensation: {gc / 1e6:.3f} MPa")
print(f"driving pressure at evaporation: {ge / 1e6:.3f} MPa")
print(f"ln x_c: {np.log(xc):.4f} (dimensionless)")
print(f"ln x_e: {np.log(xe):.4f} (dimensionless)")
print(f"x_c from film energy: {xc:.5f} (dimensionless)")
print(f"x_e from meniscus displacement: {xe:.5f} (dimensionless)")
print(f"x_c squared: {xc**2:.5f} (dimensionless)")
print(f"condensation pressure: {xc * p0 / 1e3:.3f} kPa")
print(f"evaporation pressure: {xe * p0 / 1e3:.3f} kPa")
print(f"largest g r/gamma for a spanning meniscus: {G_limit:.5f} (dimensionless)")
print(f"meniscus depth / r at that limit: {meniscus_depth:.5f} (dimensionless)")
print(f"core radius at energy maximum, x = x_e: {top.x * r * 1e9:.4f} nm")
print(f"uniform-film barrier per length, x = x_e: {barrier * 1e12:.2f} pJ/m")
print(f"same barrier: {barrier * 1e-9 / (k * T):.2f} kT per nm")
print(f"a = V p0/(RT): {a:.3e} (dimensionless)")
print(f"ln x_e - 2 ln x_c with full g: {defect:.3e} (dimensionless)")
print(f"a (1 - x_c)^2: {a * (1 - xc_full)**2:.3e} (dimensionless)")
print(f"radius from x_e read with condensation formula: {wrong_radius * 1e9:.3f} nm")
print("table: radius (nm), x_c, x_e, ln x_e / ln x_c")
for radius, xc_r, xe_r in table:
    print(f"  {radius * 1e9:5.1f}  {xc_r:.4f}  {xe_r:.4f}  {np.log(xe_r) / np.log(xc_r):.4f}")
print("all tests passed")
```

Printed output:

```
surface tension: 0.030 N/m
molar volume of liquid: 100.0 cm^3/mol
temperature: 300.0 K
saturation pressure p0: 10.0 kPa
pore radius: 2.00 nm
thermal energy RT: 2494.34 J/mol
length gamma V/(RT): 1.2027 nm
driving pressure at condensation: 15.000 MPa
driving pressure at evaporation: 30.000 MPa
ln x_c: -0.6014 (dimensionless)
ln x_e: -1.2027 (dimensionless)
x_c from film energy: 0.54806 (dimensionless)
x_e from meniscus displacement: 0.30038 (dimensionless)
x_c squared: 0.30037 (dimensionless)
condensation pressure: 5.481 kPa
evaporation pressure: 3.004 kPa
largest g r/gamma for a spanning meniscus: 2.00000 (dimensionless)
meniscus depth / r at that limit: 1.00000 (dimensionless)
core radius at energy maximum, x = x_e: 1.0000 nm
uniform-film barrier per length, x = x_e: 94.25 pJ/m
same barrier: 22.75 kT per nm
a = V p0/(RT): 4.009e-04 (dimensionless)
ln x_e - 2 ln x_c with full g: 8.193e-05 (dimensionless)
a (1 - x_c)^2: 8.192e-05 (dimensionless)
radius from x_e read with condensation formula: 1.000 nm
table: radius (nm), x_c, x_e, ln x_e / ln x_c
    1.5  0.4485  0.2012  2.0000
    2.0  0.5481  0.3004  2.0000
    3.0  0.6697  0.4485  2.0000
    5.0  0.7862  0.6181  2.0000
   10.0  0.8867  0.7862  2.0000
all tests passed
```
